# Comment on the claim that dense CF2 dominates fluorocarbon film growth: a numerical check

```python
"""
Result under test: carbon deposition by radical i is c_i*n_i*w_i, where
1/w = 1/beta + tanh(q*h/2)/(D*q), beta = v*s/(2*(2-s)), q = sqrt(k/D).
c: carbon atoms per radical; n: midplane density; s: sticking probability;
v: mean thermal speed; D: diffusivity; k: volume-loss rate; h: half-gap.
A rare radical can therefore deposit more carbon than dense CF2.
All internal quantities are SI. Example inputs are rough model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import bmat, csr_matrix, diags, kron
from scipy.sparse.linalg import spsolve

kB, amu = const.k, const.atomic_mass
pressure_mTorr = 50.0
pressure = pressure_mTorr * 1e-3 * const.torr
temperature = 400.0
half_gap = 0.02
pump_rate = 5.0
diameter = 4.0e-10
buffer_mass = 40.0 * amu
names = ["CF2", "CF", "C2F3"]
mass = np.array([50.0, 31.0, 81.0]) * amu
carbon = np.array([1.0, 1.0, 2.0])
density = np.array([1e19, 1e18, 3e17])
sticking = np.array([0.01, 0.20, 0.30])


def mean_speed(m, T=temperature):
    return np.sqrt(8 * kB * T / (np.pi * m))


def diffusivity(m, T=temperature):
    reduced = m * buffer_mass / (m + buffer_mass)
    gas_density = pressure / (kB * T)
    return (3 / (8 * gas_density * diameter**2)
            * np.sqrt(kB * T / (2 * np.pi * reduced)))


def wall_velocity(m, s, T=temperature):
    return mean_speed(m, T) * s / (2 * (2 - s))


def diffusion_resistance(m, T=temperature, k=pump_rate):
    D = diffusivity(m, T)
    q = np.sqrt(k / D)
    return np.tanh(q * half_gap / 2) / (D * q)


def transfer(m, s, T=temperature, k=pump_rate):
    return 1 / (1 / wall_velocity(m, s, T) + diffusion_resistance(m, T, k))


def deposited_fraction(m, s):
    D = diffusivity(m)
    q = np.sqrt(pump_rate / D)
    t = np.tanh(q * half_gap)
    return t / (q * half_gap) / (1 + D * q * t / wall_velocity(m, s))


def finite_volume(m, s, sheet=False, cells=1000):
    """Return midplane density and wall flux for unit average source."""
    D, beta = diffusivity(m), wall_velocity(m, s)
    dx = half_gap / cells
    volume = np.full(cells + 1, dx)
    volume[[0, -1]] *= 0.5
    diagonal = pump_rate * volume + 2 * D / dx
    diagonal[0] -= D / dx
    diagonal[-1] += beta - D / dx
    band = np.zeros((3, cells + 1))
    band[0, 1:] = -D / dx
    band[1] = diagonal
    band[2, :-1] = -D / dx
    source = volume.copy()
    if sheet:
        source[:] = 0
        source[0] = half_gap
    profile = solve_banded((1, 1), band, source)
    return profile[0], beta * profile[-1]


def kinetic_transfer(m, s, cells=200, half_order=6):
    """One-speed transport with isotropic collisions and diffuse walls."""
    v, D = mean_speed(m), diffusivity(m)
    collision_rate = v**2 / (3 * D)
    nodes, weights = np.polynomial.legendre.leggauss(half_order)
    positive, half_weights = (nodes + 1) / 2, weights / 2
    cosine = np.r_[-positive, positive]
    weight = np.r_[half_weights, half_weights]
    order = 2 * half_order
    dx = half_gap / cells
    scatter = 0.5 * ((collision_rate + pump_rate) * np.eye(order)
                     - collision_rate / 2 * np.outer(np.ones(order), weight))
    stream = np.diag(v * cosine / dx)
    left = diags([np.ones(cells)], [0], shape=(cells, cells + 1))
    right = diags([np.ones(cells)], [1], shape=(cells, cells + 1))
    interior = kron(left, scatter - stream) + kron(right, scatter + stream)
    boundary = np.zeros((order, (cells + 1) * order))
    for i in range(half_order):
        boundary[i, i] = -1
        boundary[i, half_order + i] = 1
        row = half_order + i
        boundary[row, cells * order + i] = 1
        boundary[row, cells * order + half_order:] = (
            -2 * (1 - s) * half_weights * positive)
    matrix = bmat([[interior], [csr_matrix(boundary)]], format="csc")
    source = np.r_[np.full(cells * order, 0.5), np.zeros(order)]
    psi = spsolve(matrix, source).reshape(cells + 1, order)
    return v * np.dot(weight * cosine, psi[-1]) / np.dot(weight, psi[0])


# Thermal one-way flux from the Maxwell velocity distribution.
thermal_scale = np.sqrt(2 * kB * temperature / mass[0])
one_way = thermal_scale * quad(
    lambda z: z * np.exp(-z*z) / np.sqrt(np.pi), 0, np.inf)[0]
assert np.isclose(one_way, mean_speed(mass[0]) / 4, rtol=1e-8)

# Diffusivity from hard-sphere deflection and drifting-Maxwellian drag.
z, wz = np.polynomial.legendre.leggauss(100)
g, wg = 4 * (z + 1), 4 * wz
b, wb = (z + 1) / 2, wz / 2
cross_section = 2*np.pi*diameter**2 * np.sum(
    wb * b * (1 - np.cos(2*np.arccos(b))))
drift = 1e-3
G, C = np.meshgrid(g, z, indexing="ij")
distribution = np.exp(-G**2 + 2*G*C*drift - drift**2) / np.pi**1.5
drag_integral = 2*np.pi*np.sum(
    wg[:, None] * wz[None, :] * G**4 * C * distribution) / drift
reduced = mass[0] * buffer_mass / (mass[0] + buffer_mass)
gas_density = pressure / (kB * temperature)
drag = (reduced * gas_density * cross_section
        * np.sqrt(2*kB*temperature/reduced) * drag_integral)
assert np.isclose(kB*temperature/drag, diffusivity(mass[0]), rtol=1e-5)

# Slab solution and deposited fraction against finite volumes.
for m, s in zip(mass, sticking):
    n0, flux = finite_volume(m, s)
    assert np.isclose(flux/n0, transfer(m, s), rtol=1e-5)
    assert np.isclose(flux/half_gap, deposited_fraction(m, s), rtol=1e-5)

# Kinetic theory tests the diffusion closure, including its wall factor.
w = transfer(mass, sticking)
kinetic_w = np.array([kinetic_transfer(m, s)
                      for m, s in zip(mass, sticking)])
kinetic_error = np.max(np.abs(w / kinetic_w - 1))
assert kinetic_error < 0.03  # finite mean free path in the diffusion model
full_kinetic = kinetic_transfer(mass[0], 1.0)
full_diffusion = transfer(mass[0], 1.0)
uncorrected = 1 / (4/mean_speed(mass[0]) + diffusion_resistance(mass[0]))
full_error = abs(full_diffusion/full_kinetic - 1)
uncorrected_error = abs(uncorrected/full_kinetic - 1)
assert full_error < 0.03 and uncorrected_error > 2 * full_error

flux = carbon * density * w
rare_flux = flux[1:].sum()
kinetic_flux = carbon * density * kinetic_w
assert flux[1] > flux[0] and rare_flux > flux[0]
assert kinetic_flux[1] > kinetic_flux[0]
share = flux / flux.sum()
density_share = carbon[0]*density[0] / np.dot(carbon, density)


def threshold(competing_flux):
    W = competing_flux / density[0]
    beta = 1 / (1/W - diffusion_resistance(mass[0]))
    return 4*beta / (mean_speed(mass[0]) + 2*beta)


parity_s = threshold(rare_flux)
parity_CF = threshold(flux[1])
numeric_fluxes = []
for i in (1, 2):
    n0, J = finite_volume(mass[i], sticking[i])
    numeric_fluxes.append(carbon[i]*density[i]*J/n0)


def numerical_difference(s, competitor):
    n0, J = finite_volume(mass[0], s)
    return density[0]*J/n0 - competitor


for formula, competitor in [(parity_s, sum(numeric_fluxes)),
                            (parity_CF, numeric_fluxes[0])]:
    numerical = brentq(numerical_difference, 1e-4, 0.9, args=(competitor,))
    assert 0 < formula < 1 and np.isclose(formula, numerical, rtol=2e-5)

# Change CF2 sticking while holding its production fixed.
base_n, base_J = finite_volume(mass[0], sticking[0])
high_n, high_J = finite_volume(mass[0], 10*sticking[0])
density_drop, deposit_rise = base_n/high_n, high_J/base_J
assert density_drop > 5 and deposit_rise < 1.2

# Film growth and neglected effects.
film_density, fluorine_ratio = 1800.0, 1.5
carbon_density = film_density / ((12.011 + 18.998*fluorine_ratio)*amu)
growth = flux / carbon_density * 1e9 * 60


def CF2_share(T=temperature, k=pump_rate, s=None, rare_factor=1.0):
    probabilities = sticking if s is None else s
    amount = carbon * density * transfer(mass, probabilities, T, k)
    amount[1:] *= rare_factor
    return amount[0] / amount.sum()


sheet_w = []
for m, s in zip(mass, sticking):
    n0, J = finite_volume(m, s, sheet=True)
    sheet_w.append(J/n0)
sheet_flux = carbon * density * np.array(sheet_w)
double_s = sticking.copy()
double_s[0] *= 2
electron_density, electron_temperature = 5e15, 3.0
edge_ratio = 0.4
ion_flux = edge_ratio*electron_density*np.sqrt(
    electron_temperature*const.e/mass[1])
extra_per_ion = (rare_flux - flux[0]) / ion_flux
fluorine_density, etch_probability = 1e18, 0.01
etch_flux = fluorine_density*mean_speed(18.998*amu)/4*etch_probability
recombination_coefficient = 5e-20
recombination_rate = 2*recombination_coefficient*density[0]
fractions = deposited_fraction(mass, sticking)
source_carbon = np.sum(flux/(half_gap*fractions))
parent_fraction = 0.20
dissociation = source_carbon / (
    4*electron_density*parent_fraction*gas_density)

print(f"Pressure: {pressure_mTorr:.0f} mTorr; T: {temperature:.0f} K")
print(f"Full gap: {200*half_gap:.1f} cm; pump rate: {pump_rate:.1f} s^-1")
print(f"Collision diameter: {diameter*1e10:.1f} angstrom")
print(f"Gas density: {gas_density/1e6:.3e} cm^-3")
for i, name in enumerate(names):
    print(f"{name}: mass {mass[i]/amu:.0f} u; C atoms {carbon[i]:.0f}")
    print(f"{name}: n {density[i]/1e6:.1e} cm^-3; s {sticking[i]:.2f}")
    print(f"{name}: v {100*mean_speed(mass[i]):.0f} cm/s; "
          f"D {1e4*diffusivity(mass[i]):.0f} cm^2/s")
    print(f"{name}: beta {100*wall_velocity(mass[i],sticking[i]):.1f}; "
          f"w {100*w[i]:.1f} cm/s")
    print(f"{name}: C flux {flux[i]/1e4:.3e} cm^-2 s^-1")
    print(f"{name}: share {100*share[i]:.1f} %; "
          f"growth {growth[i]:.1f} nm/min")
print(f"CF2 carbon share by density: {100*density_share:.1f} %")
print(f"Rare/CF2 carbon flux ratio: {rare_flux/flux[0]:.2f}")
print(f"CF/CF2 carbon flux ratio: {flux[1]/flux[0]:.2f}")
print(f"Parity CF2 sticking, all rare: {parity_s:.4f}")
print(f"Parity CF2 sticking, CF only: {parity_CF:.4f}")
print(f"Film density: {film_density/1000:.1f} g/cm^3; "
      f"F/C: {fluorine_ratio:.1f}")
print(f"Film carbon density: {carbon_density/1e6:.3e} cm^-3")
print(f"Total gross growth: {growth.sum():.1f} nm/min")
print(f"CF2 produced and deposited: {100*fractions[0]:.1f} %")
print(f"Fixed source, 10x CF2 s: density / {density_drop:.2f}")
print(f"Fixed source, 10x CF2 s: deposit x {deposit_rise:.3f}")
print(f"CF2 mean free path: "
      f"{300*diffusivity(mass[0])/mean_speed(mass[0]):.3f} cm")
print(f"Largest w error vs kinetic: {100*kinetic_error:.2f} %")
print(f"s=1 error: corrected {100*full_error:.2f} %, "
      f"uncorrected {100*uncorrected_error:.2f} %")
print(f"CF2 share, kinetic: {100*kinetic_flux[0]/kinetic_flux.sum():.1f} %")
print(f"CF2 share, midplane source: "
      f"{100*sheet_flux[0]/sheet_flux.sum():.1f} %")
print(f"CF2 share at 300, 500 K: {100*CF2_share(T=300):.1f}, "
      f"{100*CF2_share(T=500):.1f} %")
print(f"CF2 share, volume loss 500 s^-1: {100*CF2_share(k=500):.1f} %")
print(f"CF2 share, doubled CF2 s: {100*CF2_share(s=double_s):.1f} %")
print(f"CF2 share, half rare n: {100*CF2_share(rare_factor=0.5):.1f} %")
print(f"CF2 share, both changes: "
      f"{100*CF2_share(s=double_s,rare_factor=0.5):.1f} %")
print(f"Electron n: {electron_density/1e6:.1e} cm^-3; "
      f"Te: {electron_temperature:.1f} eV; edge ratio: {edge_ratio:.1f}")
print(f"Ion C upper bound / neutral C: {100*ion_flux/flux.sum():.1f} %")
print(f"Extra CF2 per ion for parity: {extra_per_ion:.2f}")
print(f"F density: {fluorine_density/1e6:.1e} cm^-3; "
      f"C removal per F hit: {etch_probability:.2f}")
print(f"F etch / gross C deposition: {100*etch_flux/flux.sum():.1f} %")
print(f"CF2 recombination coefficient: "
      f"{recombination_coefficient*1e6:.1e} cm^3/s")
print(f"CF2 recombination loss: {recombination_rate:.2f} s^-1")
print(f"C4F8 gas fraction: {100*parent_fraction:.0f} %")
print(f"Minimum C4F8 dissociation coefficient: "
      f"{dissociation*1e6:.2e} cm^3/s")
print("verified")
```

Running it gives:

```
Pressure: 50 mTorr; T: 400 K
Full gap: 4.0 cm; pump rate: 5.0 s^-1
Collision diameter: 4.0 angstrom
Gas density: 1.207e+15 cm^-3
CF2: mass 50 u; C atoms 1
CF2: n 1.0e+13 cm^-3; s 0.01
CF2: v 41156 cm/s; D 2997 cm^2/s
CF2: beta 103.4; w 100.0 cm/s
CF2: C flux 9.996e+14 cm^-2 s^-1
CF2: share 29.4 %; growth 22.4 nm/min
CF: mass 31 u; C atoms 1
CF: n 1.0e+12 cm^-3; s 0.20
CF: v 52268 cm/s; D 3380 cm^2/s
CF: beta 2903.8; w 1562.3 cm/s
CF: C flux 1.562e+15 cm^-2 s^-1
CF: share 46.0 %; growth 35.0 nm/min
C2F3: mass 81 u; C atoms 2
C2F3: n 3.0e+11 cm^-3; s 0.30
C2F3: v 32335 cm/s; D 2730 cm^2/s
C2F3: beta 2853.1; w 1395.5 cm/s
C2F3: C flux 8.373e+14 cm^-2 s^-1
C2F3: share 24.6 %; growth 18.8 nm/min
CF2 carbon share by density: 86.2 %
Rare/CF2 carbon flux ratio: 2.40
CF/CF2 carbon flux ratio: 1.56
Parity CF2 sticking, all rare: 0.0250
Parity CF2 sticking, CF only: 0.0159
Film density: 1.8 g/cm^3; F/C: 1.5
Film carbon density: 2.676e+22 cm^-3
Total gross growth: 76.2 nm/min
CF2 produced and deposited: 91.0 %
Fixed source, 10x CF2 s: density / 7.33
Fixed source, 10x CF2 s: deposit x 1.086
CF2 mean free path: 0.218 cm
Largest w error vs kinetic: 0.93 %
s=1 error: corrected 1.29 %, uncorrected 10.14 %
CF2 share, kinetic: 29.5 %
CF2 share, midplane source: 37.3 %
CF2 share at 300, 500 K: 32.3, 27.5 %
CF2 share, volume loss 500 s^-1: 28.9 %
CF2 share, doubled CF2 s: 44.8 %
CF2 share, half rare n: 45.4 %
CF2 share, both changes: 61.8 %
Electron n: 5.0e+09 cm^-3; Te: 3.0 eV; edge ratio: 0.4
Ion C upper bound / neutral C: 18.0 %
Extra CF2 per ion for parity: 2.29
F density: 1.0e+12 cm^-3; C removal per F hit: 0.01
F etch / gross C deposition: 4.9 %
CF2 recombination coefficient: 5.0e-14 cm^3/s
CF2 recombination loss: 1.00 s^-1
C4F8 gas fraction: 20 %
Minimum C4F8 dissociation coefficient: 3.64e-10 cm^3/s
verified
```
